# Nernst Voltage from Unequal Ion Activities in a Metallization Cell

## Problem

An electrochemical metallization memory cell stores information by growing and dissolving a metal filament in a thin electrolyte. Switching can leave the metal ions unevenly distributed. Consider a cell in which both electrodes expose the same pure metal M to the electrolyte, with no filament joining them. Next to electrode 1 the ions M⁺ have activity $a_1$; next to electrode 2 they have activity $a_2=1000\,a_1$. The temperature is 300 K everywhere.

The cell is at open circuit, both leads are made of M, and the electrolyte conducts no electrons. Assume first that the electric potential is the same in the two electrolyte regions.

1. Find how the potential of one electrode, relative to the electrolyte beside it, depends on the ion activity.
2. Find the voltage between the electrodes and decide which one is positive.
3. Evaluate the voltage, and find out what rounding it to two significant figures does to the activity ratio inferred from it.

The elementary charge $e$ is positive. Metal potentials are called $\phi_{m1},\phi_{m2}$, and the potentials of the neighbouring electrolyte $\phi_{s1},\phi_{s2}$. The voltage is defined as

$$U=\phi_{m2}-\phi_{m1}.$$

Volts and electronvolts are the natural units here.

## Hints

**Hint 1.** An ion in a dilute region has many places to go. Count the arrangements of $N$ ions on $M_s$ sites and ask how the entropy changes when one ion is added.

**Hint 2.** At each electrode a metal atom can become an ion in the electrolyte plus an electron in the metal. At equilibrium this exchange costs no free energy. Include the electrostatic energy of both charged particles, each at the potential of the phase it is in.

**Hint 3.** The equilibrium condition contains material constants that you do not know. Write it for both electrodes and subtract.

**Hint 4.** For the sign, consider what happens to the charge of a metal when ions from the electrolyte deposit on it, and at which electrode deposition is favoured.

## Full solution

### The chemical potential of the ions

Let the ions carry charge $ze$; the problem has $z=1$, but keeping $z$ costs nothing. For $N$ ions that do not interact, distributed over $M_s$ equivalent sites with at most one ion per site, the number of arrangements is

$$\Omega=\frac{M_s!}{N!\,(M_s-N)!}.$$

For large numbers, Stirling's approximation $\ln N!\approx N\ln N-N$ gives $d\ln N!/dN\approx\ln N$. The second factorial in the denominator has the argument $M_s-N$, which decreases as $N$ grows, so its derivative has the opposite sign. Therefore

$$\frac{\partial\ln\Omega}{\partial N}\approx-\ln N+\ln(M_s-N)=\ln\frac{M_s-N}{N}.$$

The entropy is $k_B\ln\Omega$, and it enters the free energy as $-k_BT\ln\Omega$. If each ion also has a site energy $\varepsilon$, the chemical potential, meaning the free energy change per added ion, is

$$\mu=\varepsilon-k_BT\frac{\partial\ln\Omega}{\partial N}
=\varepsilon+k_BT\ln\frac{N}{M_s-N}\approx\varepsilon+k_BT\ln\frac{N}{M_s}.$$

The last form holds for $N\ll M_s$. Adding an ion to a crowded region gains less entropy than adding it to an empty one, so $\mu$ rises with $N$.

The activity $a$ is defined so that the same logarithmic form is kept when ions interact:

$$\mu=\mu^\circ+k_BT\ln a.$$

Here $\mu^\circ$ is the value in a chosen standard state. In the dilute model $a$ is proportional to concentration, and an activity ratio is a concentration ratio. In a concentrated electrolyte the two ratios can differ, and the activity ratio is the one that belongs in the equations below.

### Equilibrium at one electrode

The exchange at the metal surface is

$$\mathrm{M}\rightleftharpoons \mathrm{M}^{z+}+z\,\mathrm{e}^- .$$

The ion is in the electrolyte, at potential $\phi_s$, and has electrostatic energy $+ze\phi_s$. The $z$ electrons stay in the metal, at potential $\phi_m$, and each has electrostatic energy $-e\phi_m$. The neutral atom has none. Let $\mu_M$ be the chemical potential of the metal atom and $\mu_e$ that of an electron in the metal without its electrostatic part. Equal free energy on both sides of the reaction requires

$$\mu_M=\mu^\circ+k_BT\ln a+ze\phi_s+z\mu_e-ze\phi_m .$$

Moving the terms $ze\phi_m$ and $ze\phi_s$ to the left and $\mu_M$ to the right gives

$$ze(\phi_m-\phi_s)=\mu^\circ+z\mu_e-\mu_M+k_BT\ln a .$$

Division by $ze$ answers question 1:

$$\phi_m-\phi_s=K+\frac{k_BT}{ze}\ln a,\qquad
K=\frac{\mu^\circ+z\mu_e-\mu_M}{ze}.$$

The constant $K$ contains the binding of the metal and the energy of the ion in the electrolyte. The dependence on activity contains only the temperature and the ion charge.

### Subtracting the two electrodes

The same metal and the same kind of electrolyte are present on both sides, so $K$ is the same. Writing the result for each electrode,

$$\phi_{m2}=\phi_{s2}+K+\frac{k_BT}{ze}\ln a_2,\qquad
\phi_{m1}=\phi_{s1}+K+\frac{k_BT}{ze}\ln a_1,$$

and subtracting, we find

$$U=\frac{k_BT}{ze}\ln\frac{a_2}{a_1}+(\phi_{s2}-\phi_{s1}).$$

The bracket vanishes by the assumption in the problem. With $z=1$ and $r=a_2/a_1$,

$$U=\frac{k_BT}{e}\ln r .$$

Since $r>1$, $U$ is positive: the electrode next to the higher ion activity is the positive one. This answers question 2.

The sign has a direct reading. A high ion activity favours deposition. Each deposited ion brings positive charge to the metal and raises its potential, until the electrostatic cost of the next ion balances the chemical gain. This balance is reached at a higher potential on side 2.

If the electrodes are connected through an external load, electrons flow through it from electrode 1 to electrode 2. Metal dissolves at 1 and deposits at 2. This raises $a_1$ and lowers $a_2$, so the cell runs down as the activities approach each other. In the limit $r\to1$ the voltage goes to zero, as it must for two identical half-cells.

The cancellation of $K$ is a condition as well as a convenience. If the two metal surfaces had different chemical potentials $\mu_{M1}$ and $\mu_{M2}$, for instance because one was strained, the voltage measured between two identical leads would contain an extra term $-(\mu_{M2}-\mu_{M1})/(ze)$. Strain can also change $\mu_e$, but electrons are in equilibrium between an electrode and its lead, so the contact potential there cancels that change. The ion activities alone would then not determine the voltage.

### The number

The thermal voltage at 300 K is

$$\frac{k_BT}{e}=\frac{(1.380649\times10^{-23}\ \mathrm{J/K})(300\ \mathrm{K})}{1.602177\times10^{-19}\ \mathrm{C}}=0.025852\ \mathrm{V}.$$

The logarithm is $\ln1000=3\ln10=6.907755$. Hence

$$U=0.025852\ \mathrm{V}\times6.907755=0.1786\ \mathrm{V}\approx0.18\ \mathrm{V}.$$

The corresponding energy per elementary charge is $eU=0.1786$ eV, or 0.00656 hartree.

A quick check uses factors of ten. Each tenfold increase of the activity ratio adds $(k_BT/e)\ln10=0.0595$ V at this temperature. Three such steps give about 0.179 V, in agreement with the direct product.

The two-figure value 0.18 V is larger than the calculated voltage by about 0.8 % of the latter. To see what this means for the activities, invert the formula:

$$r=\exp\!\left(\frac{eU}{k_BT}\right).$$

A voltage of exactly 0.18 V would require

$$r=\exp\!\left(\frac{0.18}{0.025852}\right)\approx1056,$$

which is about 6 % above 1000. The amplification follows from the exponential. A voltage change $\delta U$ multiplies the inferred ratio by $\exp(e\,\delta U/k_BT)$. Here $\delta U\approx0.0014$ V, which is about 0.055 thermal voltages, and $e^{0.055}\approx1.06$. The rounded voltage is adequate for stating the electromotive force, but it is a coarser statement about the ions. This completes question 3.

### A check that counts ions

The result can also be tested by counting ions and charging energy explicitly and finding the minimum of the total free energy. This is the same equilibrium, reached without assuming the logarithmic law for the activity. Treat one electrode and its neighbouring electrolyte as a capacitor with capacitance $C$. If $n$ ions move from the electrolyte onto the metal, the metal has charge $zen$ and the electrolyte side has the opposite charge. The potential difference is $\phi_m-\phi_s=zen/C$, and the charging energy is $(zen)^2/(2C)$.

Let $B$ be the energy gained per deposited ion before any charging. With $N$ ions initially in the reservoir, the free energy is

$$G(n)=-Bn+\frac{(zen)^2}{2C}-k_BT\ln\Omega(N-n).$$

The entropy term depends on $N-n$, because deposited ions are missing from the reservoir. Its derivative with respect to $n$ is therefore $+k_BT\,\partial\ln\Omega/\partial N$, evaluated at $N-n$. For $|n|\ll N\ll M_s$ this is $k_BT\ln(M_s/N)$. At the minimum of $G$,

$$0=-B+\frac{z^2e^2n}{C}+k_BT\ln\frac{M_s}{N}.$$

Since $z^2e^2n/C=ze(\phi_m-\phi_s)$, this becomes

$$\phi_m-\phi_s=\frac{B}{ze}+\frac{k_BT}{ze}\ln\frac{N}{M_s}.$$

The logarithm appears with the same factor and sign as before, and $B$ plays the part of the unknown constant.

The numerical check finds the minimum over whole numbers of ions, using the full count $\Omega$ instead of these approximations. The model parameters are $C=10^{-13}$ F and $M_s=10^{18}$, with $N=10^9$ on the low side and $N=10^{12}$ on the high side. For $z=1$ and $B=0.7$ eV the two electrode potentials are 0.1643 V and 0.3428 V. For $B=0.3$ eV they are −0.2357 V and −0.0572 V; the negative values mean that the metal has lost ions to the electrolyte. The difference is 0.1786 V in both cases. With reservoirs this large, the binding shifts each electrode but not the voltage between two alike electrodes.

In this test the differences agree with the Nernst formula to within $10^{-5}$ V. Perfect agreement is not expected: one ion changes the potential by 1.6 microvolts, and the reservoirs are finite. The condition that matters first is $|n|\ll N$. Charging an electrode moves $C|\phi_m-\phi_s|/(ze)$ ions, of order $10^5$ here, and a smaller reservoir is depleted or enriched by them. With the same $C$ and $N/M_s$ but only $10^6$ ions on the low side, the difference is 0.1751 V for $B=0.3$ eV and 0.1813 V for $B=0.7$ eV; with $10^5$ ions it is 0.157 V and 0.218 V. The Nernst formula still holds for the activities present after charging, but these are no longer the initial ones, and they depend on $B$. The reservoirs of the model are macroscopic: for a double-layer capacitance of 10 μF/cm², $C=10^{-13}$ F means an area of 1 μm², and a 10 nm layer with $10^{22}$ sites per cm³ over that area holds only about $10^8$ sites. In a thin memory cell the activities in the formula must therefore be read as the equilibrated ones. Stirling's approximation fails only much later, when a region contains just a few ions and a single fixed activity is no longer a good description.

## Variation 1: doubly charged ions

**Question.** The ions are M²⁺ instead of M⁺, with the same activity ratio, temperature and equal electrolyte potentials. What is the voltage?

**Solution.** Set $z=2$ in the general result:

$$U=\frac{k_BT}{2e}\ln1000=\frac{0.1786\ \mathrm{V}}{2}=0.0893\ \mathrm{V}.$$

The free energy available from transferring one ion between the two activities is still $k_BT\ln r$, because the entropy counts ions and not their charges. That energy is now shared by two elementary charges passing through the external circuit, so the energy per charge is halved. The ion-counting test was also made for $z=2$ and gives the same difference, 0.0893 V, for both binding energies.

Reading a voltage therefore requires knowing the charge of the ion. If 0.1786 V were measured with doubly charged ions under the same conditions, the exponent $2eU/k_BT$ would be twice as large, and the activity ratio would be $1000^2=10^6$.

## Variation 2: a potential difference inside the electrolyte

**Question.** Return to $z=1$, but drop the assumption $\phi_{s1}=\phi_{s2}$. The electrolyte is an ideal, locally neutral solution of M⁺ and one kind of singly charged anion. Their diffusion coefficients, $D_+$ and $D_-$, are constant. The concentration ratio between the two ends is again 1000. What is the open-circuit voltage if cations provide 80 % of the ionic conduction, and what is it if the anions cannot move?

**Solution.** Local neutrality makes the concentrations of both ions equal to the same function $c(x)$, with $x$ running from side 1 to side 2. Let $\psi=e\phi/(k_BT)$, and let a prime denote $d/dx$. Diffusion and drift give the particle fluxes

$$j_+=-D_+(c'+c\psi'),\qquad j_-=-D_-(c'-c\psi').$$

The drift terms have opposite signs because the charges do. At open circuit the electric current $e(j_+-j_-)$ is zero, so $j_+=j_-$:

$$D_+c'+D_+c\psi'=D_-c'-D_-c\psi'.$$

Collecting the terms with $\psi'$ on the left gives

$$(D_++D_-)\,c\psi'=-(D_+-D_-)\,c'.$$

Define the cation transport number $t_+=D_+/(D_++D_-)$, the fraction of the ionic conduction carried by cations in this ideal electrolyte. The anion fraction is $1-t_+$, so $(D_+-D_-)/(D_++D_-)=2t_+-1$ and

$$\psi'=-(2t_+-1)\frac{c'}{c}.$$

Integration from side 1 to side 2 gives the diffusion potential

$$\phi_{s2}-\phi_{s1}=-(2t_+-1)\frac{k_BT}{e}\ln r .$$

As long as local neutrality holds, only the end concentrations enter, not the shape of the profile between them. The sign is reasonable: when cations are faster, they run ahead from the concentrated side 2 towards side 1 and leave side 2 at a lower potential.

Adding this to the Nernst part found earlier,

$$U=\left[1-(2t_+-1)\right]\frac{k_BT}{e}\ln r
=2(1-t_+)\frac{k_BT}{e}\ln r .$$

For $t_+=0.8$ the diffusion potential is $-0.6\times0.1786\ \mathrm{V}=-0.1071$ V, and the cell voltage is

$$U=2\times0.2\times0.1786\ \mathrm{V}=0.0714\ \mathrm{V}.$$

For immobile anions, $t_+=1$, the diffusion potential is −0.1786 V and cancels the Nernst part: $U=0$. The two electrodes still have different potentials relative to the electrolyte beside them, but the internal field compensates the difference. Here $j_-=0$ and hence $j_+=0$, so the M⁺ ions are in equilibrium throughout the electrolyte. Two pieces of the same metal in equilibrium with them then have no voltage between them.

For $t_+=1/2$ the diffusion potential is zero and the original 0.1786 V returns. Equal mobilities are thus one way to realize the assumption of the main problem. In that case both ions still diffuse, with equal fluxes and no net current. The voltage lasts only as long as the concentration difference does.

The factor $2(1-t_+)$ can also be obtained by following one elementary charge around the circuit. One M⁺ is deposited at side 2, while on average $t_+$ cations arrive there through the electrolyte and $1-t_+$ anions leave. Side 2 therefore loses $1-t_+$ cations and the same number of anions, and side 1 gains them. Each of these ions releases $k_BT\ln r$, so the total energy is $eU=2(1-t_+)k_BT\ln r$, as above.

The numerical test integrates the zero-current field for two different concentration profiles and for $t_+=0.5$, 0.8 and 1. It agrees with the formula to within $10^{-6}$ V in each case; the voltages are listed in the numerical output. This test imposes local neutrality, which requires the Debye length to be short compared with the distance over which $c$ changes appreciably. A film of a few tens of nanometres with a ratio of 1000 need not meet this. For a relative permittivity of 10, $c_1=10^{18}\ \mathrm{cm^{-3}}$ and a thickness of 20 nm, the Debye length on side 1 is about 0.13 of the thickness. Solving Poisson's equation together with the zero-current fluxes between neutral ends then gives, for $t_+=0.8$, a diffusion potential near $-0.08$ V and $U\approx0.10$ V instead of 0.0714 V. The neutral value is approached only when that Debye length is about $10^{-3}$ of the thickness. An activity ratio of 1000 thus fixes the Nernst part of the voltage, while the voltage at the terminals also depends on which ions can move and, in thin films, on space charge.

## Computed values

```
temperature: 300 K
activity ratio: 1000
Boltzmann constant: 1.380649e-23 J/K
elementary charge: 1.602177e-19 C
thermal voltage kB*T/e: 0.025852 V
ln(ratio): 6.907755
Nernst voltage, z = 1: 0.17858 V
energy e*U: 0.006563 hartree
voltage per decade: 0.05953 V
Nernst voltage, z = 2: 0.08929 V
ratio giving exactly 0.18 V: 1056
capacitor model, capacitance: 1.0e-13 F
capacitor model, sites: 1e+18
capacitor model, ions low / high: 1e+09 / 1e+12
potential step per ion, z = 1: 1.60 microvolt
z = 1, binding 0.3 eV: low -0.23573 V, high -0.05716 V, difference 0.17858 V
z = 1, binding 0.7 eV: low 0.16426 V, high 0.34284 V, difference 0.17858 V
z = 2, binding 0.3 eV: low -0.11787 V, high -0.02858 V, difference 0.08929 V
z = 2, binding 0.7 eV: low 0.08213 V, high 0.17142 V, difference 0.08929 V
t_plus = 0.5: diffusion potential 0.0000 V, cell voltage 0.1786 V
t_plus = 0.8: diffusion potential -0.1071 V, cell voltage 0.0714 V
t_plus = 1.0: diffusion potential -0.1786 V, cell voltage 0.0000 V
```
